# Oxygen chemical potential from the ideal-gas partition function of O₂: a program that tests the result

```python
# Result under test: chemical potential per O atom in an ideal O2 gas,
#   dmu = -(kT/2) [ ln(kT/(p lam^3)) + ln(kT/(2B)) - ln(1-exp(-w/kT)) + ln 3 ],
# measured from half the 0 K molecular energy, zero-point energy included.
# lam: thermal wavelength, B: rotational constant, w: vibrational quantum,
# p: pressure, k: Boltzmann constant, T: temperature.
# Internal units are Hartree atomic units; printed units are labelled.
import numpy as np
from math import lgamma
from scipy import constants as sc
from scipy.optimize import brentq
from pyscf import gto, dft, lib

lib.num_threads(1)
pc = sc.physical_constants
EV = pc['Hartree energy in eV'][0]
K_B = sc.k / pc['Hartree energy'][0]
ATM = sc.atm * pc['Bohr radius'][0]**3 / pc['Hartree energy'][0]
m_atom = 16.0 * pc['atomic mass constant'][0] / sc.m_e
m_mol = 2 * m_atom

# Bond curve of triplet O2: unrestricted PBE, def2-SVP
center, step = 2.30, 0.05
offsets = step * np.arange(-2, 3)
energies, gradients = [], {}
dm = None
for i, x in enumerate(offsets):
    mol = gto.M(atom=[['O', (0, 0, 0)], ['O', (0, 0, center + x)]],
                unit='Bohr', basis='def2-svp', spin=2, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = 'PBE'
    mf.conv_tol = 1e-10
    energies.append(mf.kernel(dm0=dm))
    assert mf.converged
    dm = mf.make_rdm1()
    if i in (1, 3):
        gradients[i] = mf.nuc_grad_method().kernel()[1, 2]
energies = np.array(energies)
curve = np.poly1d(np.polyfit(offsets, energies - energies[2], 4))
slope = curve.deriv()
x_eq = brentq(slope, offsets[0], offsets[-1])
r_eq = center + x_eq
force_const = curve.deriv(2)(x_eq)
w = np.sqrt(force_const / (m_atom / 2))
B = 1 / (2 * (m_atom / 2) * r_eq**2)

# Curvature from analytic forces against curvature from energies
curv_grad = (gradients[3] - gradients[1]) / (2 * step)
curv_energy = (slope(step) - slope(-step)) / (2 * step)
assert abs(curv_grad / curv_energy - 1) < 0.02


def wavelength(T):
    return np.sqrt(2 * np.pi / (m_mol * K_B * T))


def log_terms(T, p, B=B, w=w):
    kT = K_B * T
    return np.array([np.log(kT / (p * wavelength(T)**3)),
                     np.log(kT / (2 * B)),
                     -np.log1p(-np.exp(-w / kT)), np.log(3.0)])


def dmu(T, p, B=B, w=w):
    return -0.5 * K_B * T * log_terms(T, p, B, w).sum()


# Two electrons in two degenerate orbitals, model exchange integral 0.5 eV.
# Zero-spin-projection basis: xx, yy, x-up y-down, y-up x-down.
K_ex = 0.5 / EV
H0 = K_ex * np.array([[2, 1, 0, 0], [1, 2, 0, 0],
                      [0, 0, 0, 1], [0, 0, 1, 0]], float)
# Parallel spins: Coulomb energy (zero here) minus exchange, two projections
levels = np.sort(np.append(np.linalg.eigvalsh(H0), [-K_ex, -K_ex]))
levels -= levels[0]
ground_deg = int(np.sum(levels < 1e-9))
assert ground_deg == 3


def rotor_sum(T, first):
    N = np.arange(first, 300, 2)
    return np.sum((2 * N + 1) * np.exp(-B * N * (N + 1) / (K_B * T)))


def direct_dmu(T, p, n_mol=100000):
    """Half of F(N+1)-F(N), with every partition function a level sum."""
    kT = K_B * T
    L = (n_mol * kT / p)**(1 / 3)
    n_max = int(10 * L * np.sqrt(m_mol * kT) / np.pi)
    n = np.arange(1, n_max + 1, dtype=float)
    q_line = np.sum(np.exp(-(n * np.pi / L)**2 / (2 * m_mol * kT)))
    q_vib = np.sum(np.exp(-np.arange(300) * w / kT))
    q_el = np.sum(np.exp(-levels / kT))
    ln_q = 3 * np.log(q_line) + np.log(rotor_sum(T, 1) * q_vib * q_el)

    def free_energy(N):
        return -kT * (N * ln_q - lgamma(N + 1))
    return 0.5 * (free_energy(n_mol + 1) - free_energy(n_mol))


print('O2, UKS PBE/def2-SVP, atomic mass 16 u')
print(f'bond length = {r_eq:.4f} bohr')
print(f'force constant = {force_const:.4f} hartree/bohr^2')
print(f'molecular mass = {m_mol:.1f} electron masses')
print(f'vibrational quantum w = {w*EV:.4f} eV')
print(f'rotational constant B = {B*EV*1e3:.4f} meV')
print(f'1 atm = {ATM:.4e} hartree/bohr^3')
print('two-electron model levels (K = 0.5 eV) =',
      ' '.join(f'{abs(e)*EV:.2f}' for e in levels), 'eV')
print(f'ground-level degeneracy = {ground_deg}')

names = ['translation', 'rotation', 'vibration', 'triplet']
for T, target in ((300.0, -0.27), (600.0, -0.61)):
    kT = K_B * T
    value = dmu(T, ATM)
    direct = direct_dmu(T, ATM)
    # Leading error is the rotor integral, about B/6 per atom (0.03 meV)
    assert abs(value - direct) * EV < 5e-5
    assert round(value * EV, 2) == target
    odd, even = rotor_sum(T, 1), rotor_sum(T, 0)
    classical = kT / (2 * B)
    assert abs(odd / classical - 1) < 0.005
    assert abs(even / classical - 1) < 0.005
    dT = 0.1
    s = -(dmu(T + dT, ATM) - dmu(T - dT, ATM)) / (2 * dT)
    h = 0.5 * (3.5 * kT + w / np.expm1(w / kT))
    assert abs(value + T * s - h) * EV < 1e-6
    assert T * s > h
    print(f'--- T = {T:.0f} K, p = 1 atm ---')
    print(f'kT = {kT*EV:.6f} eV; thermal wavelength = '
          f'{wavelength(T):.5f} bohr')
    print(f'volume per molecule = {kT/ATM:.4e} bohr^3')
    for name, term in zip(names, log_terms(T, ATM)):
        print(f'{name}: log = {term:.4f}, '
              f'part of dmu = {-0.5*kT*term*EV:.4f} eV')
    print(f'rotor sums: odd {odd:.3f}, even {even:.3f}, '
          f'kT/(2B) {classical:.3f}')
    print(f'dmu formula = {value*EV:.4f} eV')
    print(f'dmu from level sums = {direct*EV:.4f} eV')
    print(f'enthalpy h = {h*EV:.4f} eV; T*s = {T*s*EV:.4f} eV')
    print(f'dmu without triplet factor = '
          f'{(value + 0.5*kT*np.log(3))*EV:.4f} eV')
    print(f'dmu without rotor symmetry factor = '
          f'{(value - 0.5*kT*np.log(2))*EV:.4f} eV')
    print(f'dmu from bare electronic minimum = '
          f'{(value + w/4)*EV:.4f} eV')

T, p_low = 600.0, 1e-4 * ATM
low_formula = dmu(T, ATM) + 0.5 * K_B * T * np.log(p_low / ATM)
assert abs(low_formula - direct_dmu(T, p_low)) * EV < 5e-5
shift_r = dmu(T, ATM, B=B / 1.01**2) - dmu(T, ATM)
shift_w = dmu(T, ATM, w=0.95 * w) - dmu(T, ATM)
assert max(abs(shift_r), abs(shift_w)) * EV < 1e-3
print('--- pressure and sensitivity at 600 K ---')
print(f'dmu at 1e-4 atm = {low_formula*EV:.4f} eV')
print(f'zero-point energy per atom w/4 = {w*EV/4:.4f} eV')
print(f'bond 1% longer changes dmu by {shift_r*EV*1e3:.3f} meV')
print(f'w 5% lower changes dmu by {shift_w*EV*1e3:.3f} meV')
print('tests ok')
```

Output:

```
O2, UKS PBE/def2-SVP, atomic mass 16 u
bond length = 2.2934 bohr
force constant = 0.7851 hartree/bohr^2
molecular mass = 58332.4 electron masses
vibrational quantum w = 0.1997 eV
rotational constant B = 0.1774 meV
1 atm = 3.4440e-09 hartree/bohr^3
two-electron model levels (K = 0.5 eV) = 0.00 0.00 0.00 1.00 1.00 2.00 eV
ground-level degeneracy = 3
--- T = 300 K, p = 1 atm ---
kT = 0.025852 eV; thermal wavelength = 0.33672 bohr
volume per molecule = 2.7586e+05 bohr^3
translation: log = 15.7932, part of dmu = -0.2041 eV
rotation: log = 4.2887, part of dmu = -0.0554 eV
vibration: log = 0.0004, part of dmu = -0.0000 eV
triplet: log = 1.0986, part of dmu = -0.0142 eV
rotor sums: odd 73.039, even 73.039, kT/(2B) 72.872
dmu formula = -0.2738 eV
dmu from level sums = -0.2738 eV
enthalpy h = 0.0453 eV; T*s = 0.3191 eV
dmu without triplet factor = -0.2596 eV
dmu without rotor symmetry factor = -0.2827 eV
dmu from bare electronic minimum = -0.2239 eV
--- T = 600 K, p = 1 atm ---
kT = 0.051704 eV; thermal wavelength = 0.23809 bohr
volume per molecule = 5.5171e+05 bohr^3
translation: log = 17.5261, part of dmu = -0.4531 eV
rotation: log = 4.9819, part of dmu = -0.1288 eV
vibration: log = 0.0213, part of dmu = -0.0005 eV
triplet: log = 1.0986, part of dmu = -0.0284 eV
rotor sums: odd 145.911, even 145.911, kT/(2B) 145.745
dmu formula = -0.6108 eV
dmu from level sums = -0.6109 eV
enthalpy h = 0.0926 eV; T*s = 0.7035 eV
dmu without triplet factor = -0.5824 eV
dmu without rotor symmetry factor = -0.6287 eV
dmu from bare electronic minimum = -0.5609 eV
--- pressure and sensitivity at 600 K ---
dmu at 1e-4 atm = -0.8489 eV
zero-point energy per atom w/4 = 0.0499 eV
bond 1% longer changes dmu by -0.514 meV
w 5% lower changes dmu by -0.119 meV
tests ok
```
